# The Tran-Blaha exchange potential in the uniform electron gas

## A value of c that can be seen through

The Tran-Blaha potential adds two terms with weights set by a number $c$. For one spin $\sigma$, in Gaussian units,

$$v_{TB}=c\,v_{BR}+(3c-2)\,\frac{e^2}{\pi}\sqrt{\frac{5m\tau}{6\hbar^2 n}} .\qquad (1)$$

Here $n=\sum_i|\psi_i|^2$ is the density of that spin alone, $\tau=(\hbar^2/2m)\sum_i|\nabla\psi_i|^2$ is its kinetic energy density, and $v_{BR}$ is the Becke-Roussel potential. All potentials are potential energies of an electron. Correlation is left out.

Take $c=2/3$. The kinetic term disappears and $v_{TB}=\tfrac23v_{BR}$. Suppose that $v_{BR}$ equals the Slater potential

$$v_S(\mathbf r)=-\frac{e^2}{n(\mathbf r)}\int d^3r'\,\frac{|P(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|},\qquad P(\mathbf r,\mathbf r')=\sum_i\psi_i(\mathbf r)\psi_i^*(\mathbf r'). \qquad (2)$$

The exchange energy of this spin is $E_x=\frac12\int n\,v_S\,d^3r$; the factor $\frac12$ counts each pair once.

Now let the system be an infinite uniform gas in its ground state: plane waves filled up to a sharp Fermi wavenumber $K$, over a neutralizing background. The only length is $1/K$, and $n\propto K^3$. Since $v_S$ is $e^2$ divided by a length, $v_S=-Ae^2n^{1/3}$ with a pure number $A$. The exchange energy per volume is $\epsilon_x=\frac12nv_S=-\frac12Ae^2n^{4/3}$, and the local-density exchange potential is its derivative,

$$v_x=\frac{d\epsilon_x}{dn}=-\frac12\cdot\frac43Ae^2n^{1/3}=\frac23v_S . \qquad (3)$$

So at $c=2/3$ the Tran-Blaha potential is the local-density exchange potential, and no integral was needed. The claim to be shown is that, under the same condition $v_{BR}=v_S$, this holds for every real $c$.

## First derivation: evaluate both terms

**The kinetic term.** Sums over occupied plane waves become integrals over the Fermi sphere:

$$n=\int_{k<K}\frac{d^3k}{(2\pi)^3}=\frac{1}{2\pi^2}\int_0^Kk^2dk=\frac{K^3}{6\pi^2},\qquad \tau=\frac{\hbar^2}{2m}\,\frac{1}{2\pi^2}\int_0^Kk^4dk=\frac{\hbar^2}{2m}\,\frac{K^5}{10\pi^2}.$$

Hence $K=(6\pi^2n)^{1/3}$ and $\tau/n=\frac35\hbar^2K^2/2m$. The radicand in (1) is

$$\frac{5m}{6\hbar^2}\cdot\frac35\,\frac{\hbar^2K^2}{2m}=\frac{K^2}{4},$$

so the kinetic term equals $(3c-2)\,e^2K/(2\pi)$.

**The Slater potential.** With $s=|\mathbf r-\mathbf r'|$ and $z=Ks$, the density matrix is

$$P(s)=\frac{1}{2\pi^2}\int_0^Kk^2\,\frac{\sin ks}{ks}\,dk=\frac{\sin z-z\cos z}{2\pi^2s^3}=3n\,\frac{j_1(z)}{z},$$

where $j_1(z)=(\sin z-z\cos z)/z^2$ and $K^3=6\pi^2n$ was used in the last step. The depth of the exchange hole is $h(s)=P^2/n$. Equation (2) becomes

$$v_S=-e^2\int_0^\infty4\pi s\,h(s)\,ds=-\frac{36\pi e^2n}{K^2}\int_0^\infty\frac{j_1^2(z)}{z}\,dz ,$$

because $s\,ds=z\,dz/K^2$ and $h=9n\,j_1^2/z^2$. With $j_0=\sin z/z$, the derivatives are $j_0'=-j_1$ and $j_1'=j_0-2j_1/z$, so

$$\frac{d}{dz}\left(j_0^2+j_1^2\right)=-2j_0j_1+2j_1j_0-\frac{4j_1^2}{z}=-\frac{4j_1^2}{z}.$$

The bracket is 1 at $z=0$ and vanishes at infinity, so the integral is $1/4$. Inserting $n=K^3/6\pi^2$,

$$v_S=-\frac{9\pi e^2n}{K^2}=-\frac{3e^2K}{2\pi}. \qquad (4)$$

**The local-density potential.** The energy density is $\epsilon_x=\frac12nv_S=-(3e^2/4\pi)(6\pi^2)^{1/3}n^{4/3}$. Differentiation multiplies by $4/(3n)$:

$$v_x=-\frac{e^2}{\pi}(6\pi^2n)^{1/3}=-\frac{e^2K}{\pi}. \qquad (5)$$

**The sum.** With $v_{BR}=v_S$,

$$v_{TB}=-\frac{3c\,e^2K}{2\pi}+\frac{(3c-2)e^2K}{2\pi}=-\frac{e^2K}{\pi}=v_x .$$

The parts proportional to $c$ cancel, and the remainder is the local-density potential.

## Second derivation: two values of c and the last electron

At fixed orbitals, (1) is a straight line as a function of $c$. A straight line that takes the same value at two points is constant. One point is known from the opening: at $c=2/3$, $v_{TB}=v_x$, by scaling alone. The second is $c=0$, where $v_{BR}$ drops out. The kinetic term, already evaluated from the Fermi sphere, gives

$$v_{TB}(c=0)=-2\cdot\frac{e^2K}{2\pi}=-\frac{e^2K}{\pi}.$$

It remains to find $v_x$ without using the exchange hole. In the plane-wave state, exchange lowers the energy by $4\pi e^2/(V|\mathbf k-\mathbf k'|^2)$ for each pair of occupied states of equal spin in the volume $V$. An electron of wavevector $\mathbf k$ therefore has the exchange energy

$$\Sigma(k)=-\int_{k'<K}\frac{d^3k'}{(2\pi)^3}\,\frac{4\pi e^2}{|\mathbf k-\mathbf k'|^2}.$$

Add $dN$ electrons at fixed volume. They enter at the Fermi surface, and each brings its exchange interaction with all electrons already present, so $dE_x=\Sigma(K)\,dN$. On the other hand $E_x=V\epsilon_x(n)$ with $n=N/V$, so $dE_x/dN=d\epsilon_x/dn=v_x$. Thus $v_x=\Sigma(K)$: the local-density potential of the gas is the exchange energy of its last electron.

The integral over the angle between $\mathbf k$ and $\mathbf k'$, with cosine $\mu$, is

$$\int_{-1}^1\frac{d\mu}{k^2+k'^2-2kk'\mu}=\frac{1}{kk'}\ln\frac{k+k'}{|k-k'|}.$$

The remaining factors are $4\pi e^2\cdot2\pi k'^2/(8\pi^3)=e^2k'^2/\pi$. Setting $k=K$ and $k'=Ky$,

$$\Sigma(K)=-\frac{e^2K}{\pi}\int_0^1y\ln\frac{1+y}{1-y}\,dy .$$

Integrate by parts, choosing $(y^2-1)/2$ as the antiderivative of $y$. The boundary term vanishes at both ends. The logarithm has the derivative $2/(1-y^2)$, so what is left is

$$-\int_0^1\frac{y^2-1}{2}\cdot\frac{2}{1-y^2}\,dy=\int_0^1dy=1 .$$

Therefore $v_x=-e^2K/\pi$, equal to $v_{TB}$ at $c=0$. The line passes through $v_x$ at $c=0$ and at $c=2/3$, and so $v_{TB}=v_x$ for every $c$. Equation (3) then returns $v_S=\frac32v_x=-3e^2K/2\pi$, in agreement with (4).

## What each derivation assumes

Both derivations need the condition $v_{BR}=v_S$, the bare Coulomb interaction, and a sharply filled Fermi sphere. Both also use the same value of $\tau/n$. They differ in how exchange enters.

The first needs the whole exchange hole in real space, and it gives $v_S$ as a number. The second needs no hole. It uses the scaling of the energy with density, the linearity of (1) in $c$, and the interaction of one electron at the Fermi surface with the rest. It shows that the condition on $v_{BR}$ has no role at $c=0$, while at $c=2/3$ it carries everything.

The first derivation also shows what happens when the condition is dropped. Since $3e^2K/2\pi=-v_S$ and $-2e^2K/2\pi=v_x$, the kinetic term is $-c\,v_S+v_x$, and for any $v_{BR}$

$$v_{TB}=v_x+c\,(v_{BR}-v_S). \qquad (6)$$

For $c\neq0$ the condition is thus necessary as well as sufficient.

The shared assumptions can fail in different ways:

- **Other occupations.** At fixed density the filled sphere has the smallest $\tau$. Thermal smearing raises $\tau$, and at $c=0$ it pushes $v_{TB}$ below $-e^2K/\pi$.
- **Screened interaction.** A screening length is a second length beside $1/K$, so the scaling argument for (3) is lost.
- **Nonuniform density.** Consider a single orbital $\psi\propto e^{-\kappa r}$. Then $\tau/n=\hbar^2\kappa^2/2m$, and the kinetic term is the constant $(3c-2)(e^2\kappa/\pi)\sqrt{5/12}$. Far out, $v_S\to-e^2/r$ vanishes, so even with $v_{BR}=v_S$ the potential tends to a constant that depends on $c$. The local-density potential decays to zero there.

Spin polarization does no harm, because each spin has its own $K$. If all electrons of an unpolarized gas are moved into one spin at the same total density, $n$ doubles for that spin and its $v_x$ grows by the factor $2^{1/3}$.

## The actual Becke-Roussel potential

The Becke-Roussel potential replaces the true hole by a model: the density $(a^3/8\pi)e^{-ar}$, which holds one electron, seen from a point at distance $b$ from its centre. The parameters $a$ and $b$ are chosen so that the spherical average about that point has the right depth and a prescribed coefficient of $s^2$. The prescription is

$$Q=\frac16\left[\nabla^2n-2\gamma\left(\frac{2m\tau}{\hbar^2}-\frac{|\nabla n|^2}{4n}\right)\right],$$

with an adjustable factor $\gamma$; the Tran-Blaha potential is commonly implemented with $\gamma=0.8$. In the gas the gradients vanish and $2m\tau/\hbar^2=\frac35K^2n$, so $Q=-\gamma nK^2/5$. The true hole has $3j_1(z)/z=1-z^2/10+\dots$, hence $h=n(1-K^2s^2/5+\dots)$. Thus $\gamma=1$ reproduces the true curvature.

For the model, let $x=ab$. The depth condition is $a^3e^{-x}=8\pi n$. The spherical average of a function $f$ at small $s$ is $f+\frac{s^2}{6}\nabla^2f$, and for the exponential $\nabla^2f=(a^2-2a/b)f$. The curvature condition is therefore

$$\frac n6\,a^2\,\frac{x-2}{x}=-\frac{\gamma nK^2}{5}.$$

Inserting $a^2=(8\pi n)^{2/3}e^{2x/3}$ and $K^2=(6\pi^2n)^{2/3}$ removes the density:

$$\frac{2-x}{x}\,e^{2x/3}=\frac{6\gamma}{5}\left(\frac{3\pi}{4}\right)^{2/3}. \qquad (7)$$

For $\gamma>0$ the solution lies in $0<x<2$. There the logarithm of the left side has the slope $\frac23-\frac{2}{x(2-x)}\le-\frac43$, since $x(2-x)\le1$. The left side falls from infinity to zero, so there is one root, and it decreases as $\gamma$ grows.

The model density has the electrostatic potential $\phi(r)=[1-e^{-ar}(1+ar/2)]/r$. Indeed $(r\phi)''=-\frac12a^3r\,e^{-ar}$, which is Poisson's equation for this density; $\phi$ is finite at the centre and tends to $1/r$ far away. Spherical averaging about the reference point does not change the potential at that point, so

$$v_{BR}=-\frac{e^2}{b}\left[1-e^{-x}\left(1+\frac x2\right)\right],\qquad b=\frac{x\,e^{-x/3}}{(8\pi n)^{1/3}} .$$

Both $v_{BR}$ and $v_S$ scale as $n^{1/3}$, so $R=v_{BR}/v_S$ depends on $\gamma$ alone. With $v_S=\frac32v_x$, equation (6) becomes

$$v_{TB}=v_x\left[1+\frac{3c}{2}(R-1)\right]. \qquad (8)$$

How many values of $\gamma$ give $R=1$? Apart from a positive constant, $R$ is

$$F(x)=\frac{e^{x/3}-e^{-2x/3}}{x}-\frac{e^{-2x/3}}{2}=\int_{-2/3}^{1/3}e^{ux}du-\frac{e^{-2x/3}}{2}.$$

Differentiating, multiplying by $e^{2x/3}$ and setting $w=u+\frac23$,

$$e^{2x/3}F'(x)=\int_0^1\left(w-\tfrac23\right)e^{wx}dw+\frac13 .$$

At $x=0$ the right side is $\frac12-\frac23+\frac13=\frac16$. Its derivative is $\int_0^1w(w-\frac23)e^{wx}dw$. Replacing $e^{wx}$ by $e^{2x/3}$ can only lower this integral, since the replacement increases the weight where the integrand is negative and reduces it where it is positive. The lowered integral is $e^{2x/3}(\frac13-\frac13)=0$. So the right side never falls below $\frac16$, and $F$ rises with $x$. Hence $R$ falls as $\gamma$ grows, and at most one $\gamma$ satisfies the condition. The numerical solution is $\gamma=0.797$.

## Numbers for a model gas

Take an unpolarized gas with $n=0.1$ Å$^{-3}$ per spin. Then $K=(6\pi^2\times0.1)^{1/3}=1.8092$ Å$^{-1}$. With $e^2=14.39965$ eV Å,

$$v_x=-\frac{14.39965\times1.80919}{\pi}=-8.2925\ \text{eV}=-0.30474\ \text{hartree},$$

and $v_S=\frac32v_x=-12.4388$ eV. Direct integration over a numerically built exchange hole gives $-12.4385$ eV, and a finite-difference derivative of the resulting energy density gives $v_x=-8.2924$ eV. The small differences are within the tolerance set for the finite radial cutoff.

With $v_{BR}=v_S$ the two terms change greatly with $c$ while their sum stays fixed (all in eV):

| $c$ | $c\,v_S$ | kinetic term | $v_{TB}$ |
|---|---|---|---|
| 0 | 0 | −8.2925 | −8.2925 |
| 1 | −12.4388 | 4.1463 | −8.2925 |
| 1.5 | −18.6581 | 10.3656 | −8.2925 |

For the actual Becke-Roussel potential with $\gamma=1$, (7) gives $x=0.935$ and $R=0.9745$. At $c=1$, (8) predicts a shift of

$$v_{TB}-v_x=-8.2925\times1.5\times(0.974465-1)\ \text{eV}=0.318\ \text{eV},$$

or 3.8 % of $|v_x|$. It grows to 0.476 eV at $c=1.5$. So the correct curvature at the reference point does not secure the correct Coulomb integral over the whole hole. With $\gamma=0.8$, close to the root 0.797, $R=0.9996$ and the shift at $c=1$ is 5.0 meV, or 0.06 % of $|v_x|$.

In the standard scheme $c$ is not free. It is computed as $c=\alpha+\beta\sqrt{g}$, where $g$ is the average of $|\nabla n_{tot}|/n_{tot}$ over the cell, $n_{tot}$ is the total density, and $\alpha=-0.012$. In the gas $g=0$ and $c=-0.012$. The shift is then $-3.8$ meV for $\gamma=1$ and $-0.06$ meV for $\gamma=0.8$. The rule for $c$ nearly removes the Becke-Roussel term from the gas, and its error with it. This holds for the strictly uniform gas only. In a real crystal, even a nearly-free-electron metal, the cell average $g$ includes the steep density of the ion cores, and the rule itself gives $c$ of order 1. Any such value, whether set by hand or produced by the rule, keeps the error in the regions where the density is nearly uniform.

Within one uniform gas such a shift is a constant and leaves all differences between band energies unchanged. It scales as $n^{1/3}$, however, so two regions of different density, each treated as locally uniform with the same $c$, are shifted by different amounts. The full set of values is in the numerical output.

## Calculated quantities

```
density per spin            0.100 angstrom^-3
e^2                         14.39965 eV angstrom
hbar^2/(2m)                 3.80998 eV angstrom^2
k_F                         1.80919 angstrom^-1
tau per spin, formula       0.74824 eV angstrom^-3
tau per spin, box sum       0.74824 eV angstrom^-3
plane waves in box sum      918657
v_S, formula                -12.4388 eV
v_S, numerical hole         -12.4385 eV
v_x, formula                -8.2925 eV = -0.30474 hartree
v_x, finite difference      -8.2924 eV
Fock exchange at k_F        -8.2925 eV
largest relative error/(1+|c|) of numerical sum  6.1e-05
v_BR = v_S: c, c*v_S, kinetic term, v_TB (eV)
   -0.012     0.1493    -8.4418    -8.2925
    0.000    -0.0000    -8.2925    -8.2925
    1.000   -12.4388     4.1463    -8.2925
    1.200   -14.9265     6.6340    -8.2925
    1.500   -18.6581    10.3656    -8.2925
gamma = 1.0: x = 0.93487, b = 0.50350 angstrom
  v_BR = -12.1211 eV, v_BR/v_S = 0.974465
  c, v_TB (eV), v_TB - v_x (meV)
   -0.012    -8.2963     -3.812
    0.000    -8.2925      0.000
    1.000    -7.9749    317.627
    1.200    -7.9113    381.152
    1.500    -7.8161    476.441
gamma = 0.8: x = 1.10157, b = 0.56121 angstrom
  v_BR = -12.4338 eV, v_BR/v_S = 0.999600
  c, v_TB (eV), v_TB - v_x (meV)
   -0.012    -8.2926     -0.060
    0.000    -8.2925      0.000
    1.000    -8.2875      4.972
    1.200    -8.2865      5.967
    1.500    -8.2850      7.459
gamma giving v_BR = v_S     0.79704
```
